# Reciprocity of Grating Efficiencies, with an Extreme-Ultraviolet Mask as Example

A plate occupies \(-d<z<0\), with vacuum above and below. It repeats along \(x\) with period \(P\) and is uniform along \(y\). Its response is linear, local and constant in time, with a permittivity tensor \(\varepsilon(x,z)\) and unit permeability. It may absorb, be anisotropic, and lack mirror symmetry.

Fields vary as \(e^{-i\omega t}\), and \(k_0=\omega/c=2\pi/\lambda\). With \(\mathbf H\) multiplied by the vacuum impedance, Maxwell's equations read
\[
\nabla\times\mathbf E=ik_0\mathbf H,\qquad \nabla\times\mathbf H=-ik_0\,\varepsilon\mathbf E .
\]
Wavevectors \(\mathbf k\) are in units of \(k_0\), so a vacuum plane wave is \(e^{ik_0\mathbf k\cdot\mathbf r}\) with \(\mathbf k\cdot\mathbf k=1\). Light with transverse wavevector \(\mathbf k_t\) leaves in orders \(\mathbf k_t+n\mathbf G\), where \(\mathbf G=(\lambda/P)\hat{\mathbf x}\). The efficiency \(\eta\) of a propagating order is its power flux through a plane of constant \(z\), divided by that of the incident wave.

In the reversed experiment, light of the same frequency is sent back along the outgoing direction and detected along the original incident direction. How are the two efficiencies related?

## (a) An identity for two solutions

**Let \((\mathbf E_1,\mathbf H_1)\) and \((\mathbf E_2,\mathbf H_2)\) solve Maxwell's equations in the same plate at the same frequency. Find the divergence of \(\mathbf E_1\times\mathbf H_2-\mathbf E_2\times\mathbf H_1\).**

*Solution.* From \(\nabla\cdot(\mathbf A\times\mathbf B)=\mathbf B\cdot\nabla\times\mathbf A-\mathbf A\cdot\nabla\times\mathbf B\),
\[
\nabla\cdot(\mathbf E_1\times\mathbf H_2)=ik_0\mathbf H_2\cdot\mathbf H_1+ik_0\mathbf E_1\cdot\varepsilon\mathbf E_2 ,
\]
\[
\nabla\cdot(\mathbf E_2\times\mathbf H_1)=ik_0\mathbf H_1\cdot\mathbf H_2+ik_0\mathbf E_2\cdot\varepsilon\mathbf E_1 .
\]
On subtraction the magnetic terms cancel. Since \(\mathbf E_1\cdot\varepsilon\mathbf E_2=\mathbf E_2\cdot\varepsilon^T\mathbf E_1\),
\[
\nabla\cdot(\mathbf E_1\times\mathbf H_2-\mathbf E_2\times\mathbf H_1)=-ik_0\,\mathbf E_2\cdot(\varepsilon-\varepsilon^T)\mathbf E_1. \tag{1}
\]
No complex conjugate appears, so absorption, which makes \(\varepsilon\) complex but not asymmetric, contributes nothing. At material interfaces the tangential fields are continuous, hence so is the normal component of the bracket, and (1) can be integrated across them.

## (b) What survives outside the plate

**Let field 1 have transverse wavevectors \(\mathbf k_t+n\mathbf G\) and field 2 the opposite ones. Average (1) over a period and integrate it over \(z\). Which pairs of waves contribute?**

*Solution.* The product of the two fields is periodic in \(x\) and independent of \(y\), so fluxes through opposite side walls cancel. The top and bottom planes remain.

Let \(\gamma=\sqrt{1-|\mathbf k_t+n\mathbf G|^2}\), positive for a propagating order and positive imaginary for an evanescent one. Write each vacuum wave as
\[
\mathbf E=\frac{\mathbf e}{\sqrt\gamma}\,e^{ik_0\mathbf k\cdot\mathbf r},\qquad \mathbf H=\mathbf k\times\mathbf E,\qquad \mathbf e\cdot\mathbf k=0,\quad \mathbf e\cdot\mathbf e=1 .
\]
Phases are referred to the nearer face of the plate. Each order has two orthogonal vectors: \(\mathbf e_s\), real and horizontal, and \(\mathbf e_p=\pm\mathbf k\times\mathbf e_s\). The conditions on \(\mathbf e\) are the same for \(\mathbf k\) and \(-\mathbf k\), so both can be given the same vectors. For a propagating wave \(\mathbf e\times(\mathbf k\times\mathbf e)=\mathbf k\), so the vertical flux is \(k_z/\gamma=\pm1\), in common units. A squared amplitude is therefore a power.

The average over \(x\) keeps only pairs with opposite transverse wavevectors. Take \(\mathbf k\) from field 1 and \(\mathbf k'\) from field 2, with \(k_z,k_z'=\pm\gamma\). Expanding the triple products,
\[
\mathbf w=\mathbf e_1\times(\mathbf k'\times\mathbf e_2)-\mathbf e_2\times(\mathbf k\times\mathbf e_1)
=(\mathbf k'-\mathbf k)(\mathbf e_1\cdot\mathbf e_2)-\mathbf e_2(\mathbf e_1\cdot\mathbf k')+\mathbf e_1(\mathbf e_2\cdot\mathbf k).
\]

*Same vertical direction*, \(k_z'=k_z\). Then \(\mathbf k'=-\mathbf k+2k_z\hat{\mathbf z}\), which gives \(\mathbf e_1\cdot\mathbf k'=2k_ze_{1z}\) and \(\mathbf e_2\cdot\mathbf k=2k_ze_{2z}\). The first term has no \(z\) component, so
\[
w_z=-2k_ze_{1z}e_{2z}+2k_ze_{1z}e_{2z}=0 .
\]
Two incoming or two outgoing waves give nothing. Evanescent orders are present only as outgoing waves, so they drop out.

*Exactly opposite waves*, \(\mathbf k'=-\mathbf k\). The last two terms vanish and \(w_z=-2k_z\,\mathbf e_1\cdot\mathbf e_2\). After division by \(\gamma\), equal polarizations at the top give \(+2\) if the wave of field 1 comes in (\(k_z=-\gamma\)) and \(-2\) if it goes out. At the bottom \(k_z\) and the outward normal both change sign, so the result is the same.

Let \(j\) label side, order and polarization. Field 1 has incoming amplitudes \(a^{(1)}_j\) and outgoing amplitudes \(b^{(1)}_j\) at transverse wavevector \(\mathbf k_t+n\mathbf G\); field 2 has \(a^{(2)}_j,b^{(2)}_j\) at the opposite one. Then
\[
2\sum_j\left(a^{(1)}_jb^{(2)}_j-b^{(1)}_ja^{(2)}_j\right)=-ik_0\int_{-d}^{0}\!dz\,\big\langle\mathbf E_2\cdot(\varepsilon-\varepsilon^T)\mathbf E_1\big\rangle_x. \tag{2}
\]

## (c) The relation between the efficiencies

**Apply (2) to the forward and reversed experiments.**

*Solution.* Let \(S\) be the scattering matrix of the forward problem and \(\tilde S\) that of the problem with opposite transverse wavevectors. Forward, a unit wave enters in channel \(a\): \(a^{(1)}_j=\delta_{ja}\), \(b^{(1)}_j=S_{ja}\). Reversed, a unit wave enters against the outgoing channel \(b\): \(a^{(2)}_j=\delta_{jb}\), \(b^{(2)}_j=\tilde S_{jb}\). Equation (2) becomes \(2(\tilde S_{ab}-S_{ba})=-ik_0\int\langle\cdots\rangle\), or
\[
S_{ba}-\tilde S_{ab}=\frac{ik_0}{2}\int_{-d}^{0}\!dz\,\big\langle\mathbf E_2\cdot(\varepsilon-\varepsilon^T)\mathbf E_1\big\rangle_x. \tag{3}
\]
If \(\varepsilon=\varepsilon^T\) everywhere,
\[
S_{ba}=\tilde S_{ab},\qquad \eta_{b\leftarrow a}=|S_{ba}|^2=|\tilde S_{ab}|^2=\eta_{\bar a\leftarrow\bar b}, \tag{4}
\]
where a bar marks a reversed channel. This holds in reflection and in transmission. The order number is the same in both experiments, because \(-(\mathbf k_t+m\mathbf G)+m\mathbf G=-\mathbf k_t\).

The essential condition is a symmetric permittivity, which a static magnetic field or a magnetization can destroy.

Efficiencies, not intensities, are equal. Since \(|\mathbf E|^2=|\text{amplitude}|^2/\gamma\), the outgoing-to-incident ratio of \(|\mathbf E|^2\) is \(\eta\gamma_a/\gamma_b\) forward and \(\eta\gamma_b\gamma_a^{-1}\) reversed. These differ by the factor \((\gamma_a/\gamma_b)^2\), which grows without bound as channel \(b\) approaches grazing.

## (d) Polarization, zeroth order and mirror symmetry

**What is the reversed partner of a circular polarization? What does (4) say about the zeroth order? When may the channels be exchanged without reversing them?**

*Solution.* Let \(S\) now be the \(2\times2\) block between two orders, \(\mathbf u_a\) the input polarization and \(\mathbf u_b\) the one accepted by the analyser. A number equals its own transpose, so
\[
\mathbf u_b^\dagger S\,\mathbf u_a=\mathbf u_a^TS^T\mathbf u_b^*=(\mathbf u_a^*)^\dagger\,\tilde S\,\mathbf u_b^* .
\]
The reversed experiment must use \(\mathbf u_b^*\) as input and \(\mathbf u_a^*\) as analyser. Real linear polarizations are unchanged.

For \(m=0\) in reflection, (4) equates the specular efficiencies at \(\mathbf k_t\) and \(-\mathbf k_t\) with the input and detected polarizations interchanged, even for an asymmetric, absorbing profile. For unpolarized light with all reflected light detected, the two specular efficiencies are therefore equal. For a fixed input polarization they need not be, if the plate converts s into p. The total absorption involves all the other orders too, and it may differ.

Exchange without reversal means entering at \(+(\mathbf k_t+m\mathbf G)\) and leaving at \(+\mathbf k_t\), in order \(-m\). Equation (4) does not cover this. Suppose, however, that \(\varepsilon\) is scalar and \(\varepsilon(-x,z)=\varepsilon(x,z)\). Since the plate is uniform along \(y\), a rotation by 180° about \(z\) is then a symmetry. For any \(k_y\) it turns the reversed experiment into the exchanged one and maps s and p waves onto themselves up to a sign. The efficiencies are equal, by reciprocity and mirror symmetry together.

*A numerical case.* Take \(\lambda=13.5\) nm, \(P=30\) nm, \(d=16\) nm, \(k_x=0.20\), \(k_y=0.15\), \(m=1\), and \(\varepsilon=\varepsilon_0+A\cos(2\pi x/P)+B\sin(4\pi x/P)\) with
\[
\varepsilon_0=\begin{pmatrix}1.30+0.05i&0.10&0.05\\0.10&1.50+0.05i&0.08\\0.05&0.08&1.40+0.04i\end{pmatrix},
\]
\[
A=0.3\begin{pmatrix}1&0.3&0.1\\0.3&0.8&0.2\\0.1&0.2&1.1\end{pmatrix},\quad
B=0.2\begin{pmatrix}0.9&-0.2&0.3\\-0.2&1.1&0.1\\0.3&0.1&0.7\end{pmatrix}.
\]
The two experiments were solved as separate scattering problems, and their amplitudes agree within \(6\times10^{-11}\).

- Transmission from p to s is 6.404 % forward; its partner, s to p, is 6.404 % reversed.
- In transmission, with forward vectors \(\mathbf e_s\parallel\hat{\mathbf z}\times\mathbf k_t\) and \(\mathbf e_p=\mathbf k\times\mathbf e_s\), circular input \(\mathbf u_a=(1,i)/\sqrt2\) and diagonal linear output \(\mathbf u_b=(1,1)/\sqrt2\) in the (s, p) basis give an efficiency of 11.45 %. The reversed value is 11.45 % with conjugated polarizations and 7.85 % without conjugation.
- Exchange without reversal, with the light entering from below, changes a transmitted efficiency by up to 7.0 percentage points.
- For unpolarized light the absorbed share is 28.5 % at \(\mathbf k_t\) and 28.8 % at \(-\mathbf k_t\), although the zeroth-order reflections agree.

## (e) Broken reciprocity, and a second use of the identity

**Test (3) on a plate with an antisymmetric permittivity. Then let the two fields belong to different plates and find the amplitude diffracted by a weak grating.**

*Solution.* Add to \(\varepsilon_0\) the gyrotropic term
\[
0.1i\begin{pmatrix}0&0.5&1\\-0.5&0&0.3\\-1&-0.3&0\end{pmatrix}.
\]
For p-to-p reflection into order 1, subtracting the two separately computed amplitudes gives \(S_{ba}-\tilde S_{ab}=-0.02169-0.01261i\). The integral in (3), evaluated from the fields inside the plate, gives the same value to these digits. The integral thus accounts for the whole difference.

If field 1 lives in \(\varepsilon\) and field 2 in vacuum, the steps of (a) give \(\mathbf E_2\cdot(\varepsilon-1)\mathbf E_1\) in place of \(\mathbf E_2\cdot(\varepsilon-\varepsilon^T)\mathbf E_1\). An empty plate reflects nothing, so for reflection
\[
S_{ba}=\frac{ik_0}{2}\int_{-d}^{0}dz\,\langle\mathbf E_2\cdot(\varepsilon-1)\mathbf E_1\rangle_x .
\]
To first order in a scalar \(\varepsilon-1\) that does not vary with \(z\) inside the plate, replace \(\mathbf E_1\) by the incident wave. For s polarization and \(k_y=0\) the polarization vectors are parallel, and the average selects the Fourier coefficient \(\varepsilon_m\) of \(e^{2\pi imx/P}\):
\[
S_{ba}\simeq\frac{ik_0\varepsilon_m}{2\sqrt{\gamma_0\gamma_m}}\int_{-d}^{0}e^{-ik_0(\gamma_0+\gamma_m)z}dz
=\varepsilon_m\,\frac{e^{ik_0(\gamma_0+\gamma_m)d}-1}{2(\gamma_0+\gamma_m)\sqrt{\gamma_0\gamma_m}} .
\]
This is symmetric in \(\gamma_0\) and \(\gamma_m\), as (4) demands. Exchange without reversal replaces \(\varepsilon_m\) by \(\varepsilon_{-m}\). For a real profile \(\varepsilon_{-m}=\varepsilon_m^*\), so at this order the efficiency is unchanged even without mirror symmetry. This relies on the profile being the same at every depth. In a slanted grating the phase of \(\varepsilon_m\) varies with \(z\), and the two efficiencies can differ even when the grating is weak.

## (f) A reflective lithography mask

**A mask for 13.5 nm light (91.84 eV) has a 128 nm period and a 60 nm high Ta absorber with lines at 0–44 nm and 66–82 nm. Light enters at 8.5° in the \(xz\) plane. Compare order \(-1\) with its reversed and its exchanged partner.**

*Solution.* The absorber has index \(0.95+0.03i\), a rough value for Ta-based absorbers. It stands on a model mirror of 40 periods, each with 4.2 nm of index \(0.999+0.002i\) above 2.8 nm of index \(0.92+0.006i\), and vacuum below. The directions follow from
\[
k_x^{\rm in}=\sin8.5^\circ=0.14781,\qquad k_x^{\rm out}=0.14781-\frac{13.5}{128}=0.04234 ,
\]
so order \(-1\) leaves at 2.43°. The field expansion keeps 29 orders.

| Experiment | \(k_x\): in → out | s | p |
|---|---|---|---|
| Forward | 0.148 → 0.042 | 2.842 % | 2.366 % |
| Reversed | −0.042 → −0.148 | 2.842 % | 2.366 % |
| Exchanged only | 0.042 → 0.148 | 5.372 % | 5.524 % |

The forward and reversed values differ by at most \(7\times10^{-5}\) of themselves. Each run keeps 29 orders centred on its own incident wave, so the two sets are not exact opposites. When they are made so, the mismatch falls to \(2\times10^{-14}\). Reciprocity thus holds within the truncated equations, and agreement between the two runs does not by itself prove that either efficiency is accurate. The p values in the table, for instance, carry a truncation error of up to about 0.3 % of themselves, because the expansion converges slowly at the sharp absorber walls. The ratios of \(|\mathbf E|^2\) do differ, by the factor \((\cos8.5^\circ/\cos2.43^\circ)^2=0.980\).

The third row matters for imaging. The forward and exchanged cases correspond to two poles of an off-axis source, A at 8.5° and B at 2.43°, both on the same side of the normal. Their first-order efficiencies differ by a factor of 1.9 in s polarization. A thin screen that multiplies the field by one of two fixed complex reflection values cannot give this factor: its profile is a constant plus a complex number times a real function, so orders \(\pm m\) have equal field amplitudes, and the exchanged and forward efficiencies differ only by the ratio \((\cos8.5^\circ/\cos2.43^\circ)^2=0.980\) that comes from converting fields to fluxes. The difference therefore needs a response beyond that screen, such as propagation through the absorber or the angular response of the mirror. The calculation does not separate these.

With a single line at 0–64 nm the pattern has mirror symmetry, and the s-polarized first orders become 10.23 % for both poles, as (d) requires. The zeroth orders remain unequal, 8.98 % for A and 14.54 % for B. Symmetry and reciprocity balance the first orders, not the two images.

**Comparison with a real mask.** The wavelength, absorber height and angles are in the range of current scanners, whose chief ray meets the mask at about 6°. The 16 nm assist line is narrow for a mask. The bare model mirror reflects 74 % in s polarization, above the roughly 65 % of real ones; its perfectly sharp interfaces are an assumption that real mirrors break. The changes below are for the forward s efficiency of 2.842 %, each made alone.

| Change | New efficiency |
|---|---|
| 1.0 nm mixed layer at each mirror interface | 2.460 % |
| 2.5 nm protective cap, index \(0.89+0.017i\) | 2.553 % |
| Wavelength 1 % shorter | 2.577 % |
| Sidewalls tilted by 3° | 2.855 % |
| 200 nm of glass below, index \(0.98+0.01i\) | 2.846 % |

All five alter the efficiency but leave \(\varepsilon\) symmetric, and in each case the reversed value follows the forward one to about \(10^{-4}\) of itself. Unequal conditions in the two runs are another matter. A reversed incidence angle that is 0.1° too large changes the s efficiency by \(-1.6\) %, and a wavelength 1 % shorter in that run alone changes it by \(-9.7\) %.

A magnetic field breaks the assumption itself. For free electrons in a field \(B\) along \(y\), \(m\dot{\mathbf v}=-e(\mathbf E+\mathbf v\times\mathbf B)\) gives, to first order in \(\omega_c=eB/m\),
\[
\mathbf v\simeq\mathbf v_0-i\frac{\omega_c}{\omega}\,\mathbf v_0\times\hat{\mathbf y},\qquad \mathbf v_0=\frac{e\mathbf E}{i\omega m}.
\]
The permittivity gains antisymmetric \(xz\) elements of size \(|1-\varepsilon|\,\omega_c/\omega\). At 1 T, \(\omega_c/\omega=1.3\times10^{-6}\), and with the field acting in the absorber alone the p efficiencies of the two experiments separate by slightly less than \(10^{-7}\) of themselves. The mirror layers, left out here, would contribute at a similar level. In this free-electron estimate, which leaves out bound electrons and magnetic resonances, a mismatch at the percent level would point to unequal conditions in the two runs, such as alignment, wavelength, polarization or a comparison of \(|\mathbf E|^2\) instead of flux, not to broken reciprocity. The numerical output lists the remaining values.

## Values computed for the example and the checks

```
Airy slab check, largest amplitude error: 9.7e-17
Weak-grating check, largest relative error: 5.0e-07
Lossless energy balance error: 4.4e-15
Test grating: wavelength 13.5 nm, pitch 30.0 nm, depth 16.0 nm
Test grating: kx/k0 0.2, ky/k0 0.15, order 1
Reciprocity, largest amplitude error: 5.6e-11
Transmitted p-to-s efficiency forward: 6.4038 %
Transmitted s-to-p efficiency reversed: 6.4038 %
Exchange without reversal, efficiency change: 7.035 %-pt
Circular in, diagonal linear out, forward: 11.4510 %
  reversed, conjugated polarizations: 11.4510 %
  reversed, polarizations not conjugated: 7.8517 %
Zeroth order at k and -k, amplitude error: 9.2e-16
Absorbed share at k: 28.542 %, at -k: 28.836 %
Gyrotropic defect, two runs: -0.021688-0.012612j
Gyrotropic defect, volume integral: -0.021688-0.012612j
Mask wavelength: 13.5 nm = 91.84 eV
Mask pitch: 128.0 nm, Ta height: 60.0 nm
Two-line pattern, edges in nm: [(0.0, 44.0), (66.0, 82.0)]
Symmetric pattern, edges in nm: [(0.0, 64.0)]
Ta index (rough): (0.95+0.03j)
Mirror indices (model): dense (0.92+0.006j), light (0.999+0.002j)
Mirror layers: 2.8 nm dense, 4.2 nm light, 40 periods
Orders kept: 29
Incidence angle: 8.5 deg, order -1 at 2.427 deg
Transverse k/k0: in 0.14781, out 0.04234
Bare mirror reflectivity s, p: 74.29 %, 72.88 %
Forward efficiency s, p: 2.84240 %, 2.36589 %
Reversed efficiency s, p: 2.84221 %, 2.36587 %
Exchanged, not reversed s, p: 5.37185 %, 5.52355 %
Symmetric pattern, pole A first order s, p: 10.23343 %, 9.77602 %
Symmetric pattern, pole B first order s, p: 10.23283 %, 9.77668 %
Symmetric pattern, pole A zeroth order s, p: 8.98245 %, 7.47397 %
Symmetric pattern, pole B zeroth order s, p: 14.53937 %, 14.20644 %
Two-line zeroth order at +8.5 deg s, p: 11.64627 %, 10.48283 %
Two-line zeroth order at -8.5 deg s, p: 11.64627 %, 10.48283 %
Relative mismatch, separate truncations: 6.7e-05
Relative mismatch, matched truncations: 2.2e-14
Forward/reverse ratio of |E|^2 ratios: 0.97991
1.0 nm mixed interfaces, s: forward 2.4602 %, reversed 2.4600 %
2.5 nm protective cap, s: forward 2.5526 %, reversed 2.5525 %
3 deg sidewall tilt, s: forward 2.8553 %, reversed 2.8552 %
200 nm of glass below mirror, s: forward 2.8455 %, reversed 2.8453 %
wavelength 1 % shorter, s: forward 2.5766 %, reversed 2.5767 %
Reverse run misaligned by 0.1 deg, s: -1.561 % relative
Reverse run at 1 % shorter wavelength, s: -9.73 % relative
Cyclotron/optical frequency at 1 T: 1.26e-06
Relative p mismatch from 1 T in absorber: 6.5e-08
```
